# Energy errors of Gamma-centred meshes for a half-filled chain

## Problem

A chain has one orbital per site, spacing $a$ and nearest-neighbour hopping $t>0$. Its band is

$$\varepsilon(\theta)=-2t\cos\theta,\qquad \theta=ka .$$

There is one electron per site, each level holds two spins, and the temperature is zero. The Brillouin zone is sampled at the $N$ points $\theta_j=2\pi j/N$, which include $\theta=0$. The lowest levels are filled with exactly $N$ electrons. Let $E_N$ be the energy per site on the mesh, $E_\infty$ its limit for $N\to\infty$, and $E_N-E_\infty$ the mesh error.

1. Find $E_\infty$.
2. Find $E_N$ in closed form for $N=4m+2$ and for $N=4m$.
3. Find the leading error of each series and compare their signs and sizes. Explain the comparison without using the closed forms.
4. Take $t=2.5$ eV, a rough value for the carbon $\pi$ electrons of polyacetylene. Evaluate the errors for $N=20$ and $N=22$, and combine the two energies so that the leading error cancels.

## Hints

**Hint 1.** The Fermi points lie at $\theta=\pm\pi/2$. Ask whether they belong to the mesh.

**Hint 2.** To sum the cosines, multiply by $2\sin(\pi/N)$ and let the terms telescope.

**Hint 3.** Each occupied mesh point can represent a panel of width $2\pi/N$, or be a boundary between two panels. Which elementary integration rule results in each case?

**Hint 4.** In part 4, weight each energy so that the two leading errors contribute equal and opposite amounts.

## Solution

### 1. The limit

The occupied states fill $|\theta|<\pi/2$. With two spins and a density of $1/(2\pi)$ states per site and unit $\theta$,

$$E_\infty=\frac{2}{2\pi}\int_{-\pi/2}^{\pi/2}(-2t\cos\theta)\,d\theta=-\frac{2t}{\pi}\,[\sin\theta]_{-\pi/2}^{\pi/2}=-\frac{4t}{\pi}.$$

### 2. The closed forms

Let $S_M=\sum_{j=-M}^{M}\cos(2\pi j/N)$. Since

$$2\sin\frac{\pi}{N}\cos\frac{2\pi j}{N}=\sin\frac{(2j+1)\pi}{N}-\sin\frac{(2j-1)\pi}{N},$$

neighbouring terms cancel and only the two ends remain:

$$2\sin\frac{\pi}{N}\,S_M=2\sin\frac{(2M+1)\pi}{N},\qquad S_M=\frac{\sin[(2M+1)\pi/N]}{\sin(\pi/N)}.$$

**Case $N=4m+2$.** The $2m+1$ levels with $|j|\le m$ hold all $4m+2$ electrons. Here $M=m$ and $2M+1=N/2$, so the numerator is $\sin(\pi/2)=1$. Two electrons per level and division by $N$ sites give

$$E_N=\frac{2}{N}(-2t)S_m=-\frac{4t}{N\sin(\pi/N)}.$$

**Case $N=4m$.** The $2m-1$ levels with $|j|\le m-1$ hold $4m-2$ electrons. The last two enter the levels $j=\pm m$, which lie at $\theta=\pm\pi/2$ and have zero energy. How they are shared does not affect the energy. Now $2M+1=N/2-1$, and the numerator is $\sin(\pi/2-\pi/N)=\cos(\pi/N)$. Hence

$$E_N=-\frac{4t}{N}\cot\frac{\pi}{N}.$$

### 3. The leading errors

Put $x=\pi/N$, so that $4t/N=4tx/\pi$. From $\sin x=x(1-x^2/6+x^4/120-\dots)$,

$$\frac{x}{\sin x}=1+\frac{x^2}{6}+\left(\frac1{36}-\frac1{120}\right)x^4+\dots=1+\frac{x^2}{6}+\frac{7x^4}{360}+\dots$$

Multiplication by $\cos x=1-x^2/2+x^4/24-\dots$ gives

$$x\cot x=1+\left(\frac16-\frac12\right)x^2+\left(\frac7{360}-\frac1{12}+\frac1{24}\right)x^4+\dots=1-\frac{x^2}{3}-\frac{x^4}{45}-\dots$$

Multiplying both series by $-4t/\pi$ and subtracting $E_\infty$,

$$N=4m:\quad E_N-E_\infty=+\frac{4\pi t}{3N^2}+\frac{4\pi^3t}{45N^4}+\dots$$

$$N=4m+2:\quad E_N-E_\infty=-\frac{2\pi t}{3N^2}-\frac{7\pi^3t}{90N^4}-\dots$$

The signs are opposite, and the coefficient of $1/N^2$ for $4m$ is twice as large in magnitude. The signs hold at every size, not just to leading order: $\sin x<x$ gives $x/\sin x>1$, and $x<\tan x$ gives $x\cot x<1$. Any $4m$ mesh therefore lies above the limit and any $4m+2$ mesh below it.

**Why the ratio is two.** Let $h=2\pi/N$. Because $2/N=h/\pi$, the mesh energy is $h/\pi$ times a sum of occupied band energies, and so approximates $\frac1\pi\int\varepsilon\,d\theta$ between the Fermi points.

For $N=4m+2$, the $2m+1$ occupied points are the centres of panels with total width $(2m+1)h=\pi$. These panels exactly cover the occupied interval: this is the midpoint rule. For $N=4m$, the Fermi points are themselves mesh points, with half the weight of a full level: this is the trapezoidal rule.

Consider one panel with centre $c$. Expanding $\varepsilon$ about $c$ to second order,

$$\int_{c-h/2}^{c+h/2}\varepsilon\,d\theta=h\varepsilon(c)+\frac{h^3}{24}\varepsilon''(c)+\dots$$

The midpoint rule gives $h\varepsilon(c)$, an error of $-h^3\varepsilon''/24$. The trapezoidal rule gives $h\varepsilon(c)+h^3\varepsilon''/8$, an error of $h^3\varepsilon''(1/8-1/24)=+h^3\varepsilon''/12$. Here is the factor $-2$.

Summed over panels, $h\sum\varepsilon''$ becomes $\int\varepsilon''d\theta=\varepsilon'(\pi/2)-\varepsilon'(-\pi/2)=2v$, where $v=\varepsilon'(\pi/2)$ and the band is even. Thus

$$\text{trapezoidal: }\frac1\pi\frac{h^2}{12}\,2v=\frac{2\pi v}{3N^2},\qquad \text{midpoint: }-\frac{\pi v}{3N^2}.$$

For the cosine band $v=2t$, which recovers the earlier coefficients. The argument also covers any smooth even band that rises steadily from $\theta=0$ to $\theta=\pi$, at half filling. The leading error then depends on the band through its Fermi slope alone. As a test, a term $-2t_3\cos3\theta$ with $t_3=0.05t$ was added, which changes the slope to $v=2t-6t_3=1.7t$. The errors on meshes of 400 and 402 points agreed with the slope rule to within one part in a thousand.

A shift of the whole mesh by $h/2$ moves the Fermi points from mesh points to panel edges, or the reverse. It therefore exchanges the two leading errors. The sign belongs to the position of the Fermi points relative to the mesh, not to the number $N$ by itself.

### 4. Numbers

The limit is $E_\infty=-3.1831$ eV per site. The leading coefficients are $4\pi t/3=10.472$ eV and $-2\pi t/3=-5.236$ eV, so

$$N=20:\ \frac{10.472\ \text{eV}}{400}=26.18\ \text{meV},\qquad N=22:\ -\frac{5.236\ \text{eV}}{484}=-10.82\ \text{meV}.$$

The full errors are $26.22$ and $-10.84$ meV per site. Their magnitudes differ by a factor of about 2.4 because the meshes also differ in size: $2(22/20)^2=2.42$.

With $N_1=4m$ and $N_2=4m+2$, take

$$E_{\rm comb}=\frac{N_1^2E_{N_1}+2N_2^2E_{N_2}}{N_1^2+2N_2^2}.$$

The leading errors contribute $4\pi t/3$ and $2(-2\pi t/3)$ to the numerator and cancel. The next terms leave

$$E_{\rm comb}-E_\infty\simeq\frac{\pi^3t}{45}\,\frac{4/N_1^2-7/N_2^2}{N_1^2+2N_2^2}.$$

For 20 and 22 points the weights are 400 and 968, and the combined energy is $-3.183104$ eV. Its error is $-0.0056$ meV, far below either separate error.

For an error below 1 meV per site, the leading terms require $N>\sqrt{10472}\approx102.3$ in the first series and $N>\sqrt{5236}\approx72.4$ in the second. The smallest suitable meshes have 104 and 74 points. A convergence study that mixes the series zigzags about the limit; one that stays in a single series approaches it from one side.

### The real chain

Polyacetylene has alternating bonds and, when undoped, a gap. The equal-bond chain is thus a reference structure, not the material itself; Variation 2 shows how far a rough gap of 1.5 eV moves the errors.

At 20 and 22 points, temperature changes the errors less than the gap does. At 300 K, $k_BT=25.85$ meV. Here the levels are given Fermi–Dirac occupations, as is usual in band calculations, so the electron number is $N$ on average and no longer exactly. (With exactly $N$ electrons, the six ways to place two electrons in the four zero-energy states would give $-k_BT\ln6/N=-2.32$ meV per site at $N=20$ instead of the value below.) The symmetry of the levels about zero keeps the chemical potential at zero on even meshes. On a $4m$ mesh, two levels with two spins each lie there, and each of these four states contributes $-k_BT\ln2$ to the free energy. The resulting term,

$$-\frac{4k_BT\ln2}{N}=-3.58\ \text{meV per site at }N=20,$$

is an artefact of the mesh. The limit also shifts with temperature, by $-0.14$ meV in the free energy and $+0.14$ meV in the internal energy. The free-energy error is therefore $26.22-3.58+0.14=22.78$ meV, and the internal-energy error is $26.22-0.14=26.08$ meV. This estimate requires $k_BT$ to be small compared with the level spacing near the Fermi points, about $2th=4\pi t/N$. The sharp-filling law for the free energy fails well before the two become equal: on $4m$ meshes the entropy term is as large as the leading error $4\pi t/(3N^2)$ already at $N=\pi t/(3k_BT\ln2)\approx146$.

Electron repulsion is a larger omission in the total energy. For a rough on-site value $U=5$ eV, an unpolarized mean field with half an electron of each spin per site adds $U/4=1.25$ eV on every even mesh. On a $4m$ mesh this uniform state is not the lowest one. The shell at zero energy is open, and placing the last up electron in $\cos(\pi n/2)$ and the last down electron in $\sin(\pi n/2)$, with $n$ the site index, gives spin densities $1/2\pm1/N$. The energy to first order in $U$ is then $U(1/4-1/N^2)$. The extra $-U/N^2$ is of the same order as the mesh error. Exact diagonalization of a six-site ring gives a further correlation energy of about $-0.17$ eV per site. That is a small-ring estimate without longer-range repulsion. Ten sites give $-0.174$ eV and the infinite chain $-0.178$ eV, while rings of 4, 8 and 12 sites give $-0.52$, $-0.28$ and $-0.23$ eV. Repulsion thus changes the size error itself: $N^2$ times the error is $+3.7$ eV at 8 sites and $-4.9$ eV at 10, against $+10.6$ and $-5.3$ eV for $U=0$. The factor of two and the weights of part 4 hold for independent electrons only.

## Variation 1: odd meshes

*Find the leading error for odd $N\ge3$, still with exactly $N$ electrons.*

Let $y=\pi/(2N)$. For $N=4m+1$, filling all $|j|\le m$ uses $4m+2$ electrons, one too many. Since $(2m+1)\pi/N=\pi/2+y$,

$$S_m=\frac{\cos y}{\sin2y}=\frac1{2\sin y}.$$

The surplus electron is removed from $\theta=\pi/2-y$, where its energy is $-2t\sin y$. This raises the energy per site by $2t\sin y/N$.

For $N=4m+3$, the same levels hold one electron too few. Now $(2m+1)\pi/N=\pi/2-y$, which gives the same $S_m$. The missing electron is added at $\theta=\pi/2+y$, with energy $+2t\sin y$. Both cases therefore give

$$E_N=-\frac{2t}{N}\left(\frac1{\sin y}-\sin y\right)=-\frac{4t}{\pi}\left(\frac{y}{\sin y}-y\sin y\right).$$

The bracket is $1+y^2/6-y^2+\dots=1-5y^2/6+\dots$, and with $y^2=\pi^2/(4N^2)$,

$$E_N-E_\infty=+\frac{5\pi t}{6N^2}+\dots$$

For $t=2.5$ eV the coefficient is 6.545 eV. Odd meshes form a third series, above the limit to leading order.

## Variation 2: alternating bonds

*Let the hoppings alternate between $t_1$ and $t_2<t_1$. What replaces the $1/N^2$ law?*

The cell now has two sites. With $q$ the phase per cell, the hopping between its two orbitals is $-(t_1+t_2e^{-iq})$, so the bands are

$$\varepsilon_\pm(q)=\pm\sqrt{t_1^2+t_2^2+2t_1t_2\cos q}.$$

The gap, at $q=\pi$, is $2(t_1-t_2)$. Keeping the mean hopping at 2.5 eV and setting the gap to 1.5 eV gives $t_1=2.875$ eV and $t_2=2.125$ eV. This assigns the whole gap to the alternating hoppings; in the real polymer, electron repulsion also contributes to it.

For even $N$ there are $M=N/2$ cells, and the lower band is full. No Fermi point cuts the sum. Write $\varepsilon_-(q)=\sum_l c_l e^{ilq}$. The average over $M$ equally spaced points keeps those $l$ that are multiples of $M$, so the leading error is $2c_M$. With $z=e^{iq}$,

$$\varepsilon_-=-\sqrt{(t_1+t_2z)(t_1+t_2/z)},$$

which is analytic for $t_2/t_1<|z|<t_1/t_2$. The square-root branch points at the edges of this ring make $|c_M|$ fall as $M^{-3/2}(t_2/t_1)^M$ for large $M$. The expected decay rate per cell is $\ln(t_1/t_2)=0.302$; after the power is removed, the errors at $N=40$ and $80$ give 0.304.

At $N=20$ and $22$ the errors are about 1.9 and $-1.2$ meV per site, much smaller than for equal bonds. This makes the equal-bond reference the weak part of an energy difference. The electronic gain from alternation is 100.3 meV per site in the limit, but 124.7 meV at $N=20$ and 90.7 meV at $N=22$: errors of about $+24\%$ and $-10\%$ relative to the limit. The elastic cost of moving the atoms is not included, so the gain alone does not determine the stable structure.

The main computed values are collected in the numerical output below.

## Computed values

```
hopping t (rough input): 2.50 eV
limit energy per site: -3.183099 eV
N^2 error coefficient, N=400: 10.4720 eV
N^2 error coefficient, N=402: -5.2360 eV
ratio of these coefficients: -1.99999
N^2 error coefficient, N=401: 6.5450 eV
N=20 energy per site: -3.156876 eV
N=20 error: 26.223 meV
N=20 leading term: 26.180 meV
N=22 energy per site: -3.193943 eV
N=22 error: -10.844 meV
N=22 leading term: -10.818 meV
combined 20/22 energy: -3.183104 eV
combined 20/22 error: -0.0056 meV
smallest 4m mesh within 1 meV: 104 points
smallest 4m+2 mesh within 1 meV: 74 points
gap from alternation (rough input): 1.50 eV
strong hopping: 2.875 eV
weak hopping: 2.125 eV
alternating chain, limit energy: -3.283446 eV
alternating chain, N=20 error: 1.915 meV
alternating chain, N=22 error: -1.181 meV
alternating chain, N=40 error: 0.03074 meV
alternating chain, N=80 error: 2.498e-05 meV
fitted decay per two-site cell: 0.3038
ln(strong/weak hopping): 0.3023
electronic gain, limit: 100.35 meV per site
electronic gain, N=20: 124.66 meV per site
electronic gain, N=22: 90.68 meV per site
temperature: 300 K
thermal energy kT: 25.852 meV
N=20 entropy term: -3.584 meV
thermal free-energy shift, limit: -0.140 meV
N=20 free-energy error at 300 K: 22.779 meV
N=22 free-energy error at 300 K: -10.704 meV
N=20 internal-energy error at 300 K: 26.083 meV
N=22 internal-energy error at 300 K: -10.984 meV
repulsion U (rough input): 5.00 eV
mean-field shift U/4: 1.250 eV per site
six-site correlation energy: -0.1706 eV per site
```
